# Diffuse Wall Scattering in a Thick Circular Wire Beyond First Order: a program that tests the result

```python
"""Conductivity of a thick circular wire with fully diffuse walls.

Result under test, for k = d/lambda large:
    sigma/sigma0 = 1 - 3/(4 k) + 3/(8 k^3) + O(k^-5)
d: wire diameter; lambda: bulk mean free path; sigma0: bulk conductivity;
theta: angle between electron velocity and wire axis;
p: fraction of specular wall reflections (zero in the main result).
Lengths inside the functions are in units of d unless stated otherwise.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import jv


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def clustered_quarter(n):
    """Nodes on (0, pi/2), crowded towards zero."""
    u, w = gauss(n, 0.0, 1.0)
    return np.pi / 2 * u**2, np.pi * u * w


THETA, W_THETA = clustered_quarter(200)
ALPHA, W_ALPHA = clustered_quarter(200)


def mean_loss(path, p=0.0):
    """Disk average of the lost response; path = transverse free path / d.
    Chords have length sin(alpha)."""
    decay = np.exp(-np.sin(ALPHA)[None, :] / path[:, None])
    factor = (1 - p) * (1 - decay) / (1 - p * decay)
    return 4 / np.pi * path * (factor @ (W_ALPHA * np.sin(ALPHA)))


def wire_ratio(k, p=0.0):
    weight = 3 * np.cos(THETA)**2 * np.sin(THETA) * W_THETA
    return 1 - np.sum(weight * mean_loss(np.sin(THETA) / k, p))


def two_wall_term(k):
    """Everything in sigma/sigma0 beyond 1 - 3/(4k)."""
    decay = np.exp(-k * np.sin(ALPHA)[None, :] / np.sin(THETA)[:, None])
    inner = decay @ (W_ALPHA * np.sin(ALPHA))
    weight = np.sin(THETA)**2 * np.cos(THETA)**2 * W_THETA
    return 12 / (np.pi * k) * np.sum(weight * inner)


def direct_ratio(k):
    """Average over position in the disk and over direction of motion."""
    s, ws = gauss(120, 0.0, 1.0)
    r, wr = 1 - s**2, 2 * s * ws
    v, wv = gauss(80, 0.0, 1.0)
    phi = np.concatenate([np.pi / 2 * (1 - v**2), np.pi / 2 * (1 + v**2)])
    wphi = np.concatenate([np.pi * v * wv, np.pi * v * wv])
    back = (r[:, None] * np.cos(phi)
            + np.sqrt(1 - (r[:, None] * np.sin(phi))**2))
    area_weight = 2 / np.pi * (r * wr)[:, None] * wphi
    theta, wt = clustered_quarter(60)
    lost = 0.0
    for t, w in zip(theta, wt):
        average = np.sum(area_weight * np.exp(-back * k / (2 * np.sin(t))))
        lost += 3 * w * np.cos(t)**2 * np.sin(t) * average
    return 1 - lost


# The response solves the transport equation and vanishes at the wall.
def back_distance(point, direction):
    along = point @ direction
    return along + math.sqrt(0.25 - point @ point + along**2)


def response(point, direction, path):
    return 1 - math.exp(-back_distance(point, direction) / path)


point = np.array([0.21, -0.13])
direction = np.array([math.cos(0.7), math.sin(0.7)])
path, step = 0.17, 1e-5
slope = (response(point + step * direction, direction, path)
         - response(point - step * direction, direction, path)) / (2 * step)
assert abs(path * slope + response(point, direction, path) - 1) < 1e-7
entry = point - back_distance(point, direction) * direction
assert abs(entry @ entry - 0.25) < 1e-12

# Position-and-angle average against the chord formula.
direct = {k: direct_ratio(k) for k in (2.0, 5.0, 10.0)}
for k, value in direct.items():
    assert abs(value - wire_ratio(k)) < 1e-5
    assert abs(value - (1 - 3 / (4 * k) + two_wall_term(k))) < 1e-5

# Fraction of chords shorter than x, from equally spaced offsets.
offsets = (np.arange(200000) + 0.5) / 200000
x_short = 0.2
short_fraction = np.mean(np.sqrt(1 - offsets**2) < x_short)
assert abs(short_fraction - (1 - math.sqrt(1 - x_short**2))) < 2e-5

# Coefficients of k^-3, k^-5, ... from chord and angular moments.
angle, w_angle = gauss(60, 0.0, np.pi)
coefficients = []
for j in range(5):
    moment = np.sum(w_angle * np.sin(angle)**(2*j + 4) * np.cos(angle)**2)
    chord = math.comb(2*j, j) / 4**j * math.factorial(2*j + 1)
    coefficients.append(6 / np.pi * chord * moment)
assert abs(coefficients[0] - 3 / 8) < 1e-10
assert abs(coefficients[1] - 45 / 64) < 1e-10
k_big = 40.0
cubic_limit = k_big**3 * two_wall_term(k_big)
fifth_limit = k_big**2 * (cubic_limit - 3 / 8)
assert abs(cubic_limit - 3 / 8) < 1e-3
assert abs(fifth_limit - 45 / 64 - coefficients[2] / k_big**2) < 5e-3
power = math.log2(two_wall_term(40.0) / two_wall_term(80.0))
assert abs(power - 3) < 0.01

# Bound on the remainder of the chord integral.
for a in (2.0, 5.0, 10.0, 20.0, 40.0):
    integral = quad(lambda t: math.sin(t) * math.exp(-a * math.sin(t)),
                    0, math.pi / 2, epsabs=1e-13, epsrel=1e-11)[0]
    bound = (4 * math.sqrt(3) / a**4 + 2 / 3 * math.exp(-a / 2)
             + 2 * math.exp(-a))
    assert abs(integral - 1 / a**2) < bound

# The resistivity does have a second-order term.
k_res = 200.0
res_excess = 1 / wire_ratio(k_res) - 1 - 3 / (4 * k_res)
res_second = k_res**2 * res_excess
res_third = k_res**3 * (res_excess - 9 / (16 * k_res**2))
assert abs(res_second - 9 / 16) < 1e-3
assert abs(res_third - 3 / 64) < 3e-3


# Square wire: chords traced through a unit square, side/lambda = kappa.
def square_two_wall_term(kappa):
    phi, wphi = gauss(40, 0.0, np.pi / 2)
    theta, wt = gauss(40, 0.0, np.pi / 2)
    total = 0.0
    for f, wf in zip(phi, wphi):
        co, si = math.cos(f), math.sin(f)
        n = 2000
        b = ((np.arange(n) + 0.5) / n - 0.5) * (co + si)
        high = np.minimum((0.5 + b * si) / co, (0.5 - b * co) / si)
        low = np.maximum((-0.5 + b * si) / co, (-0.5 - b * co) / si)
        chord = np.maximum(high - low, 0)
        decay = np.exp(-kappa * chord[None, :] / np.sin(theta)[:, None])
        inner = decay.sum(axis=1) * (co + si) / n
        total += wf * np.sum(wt * np.sin(theta)**2 * np.cos(theta)**2
                             * inner)
    return 3 / (4 * np.pi * kappa) * 4 * 2 * total


square_second = 40.0**2 * square_two_wall_term(40.0)
assert abs(square_second / (4 / (5 * np.pi)) - 1) < 0.01

# Worked example: platinum wire, rough room-temperature parameters.
d_nm, lambda_nm, rho0 = 15.0, 3.0, 11.0       # nm, nm, microohm cm
k = d_nm / lambda_nm
ratio = wire_ratio(k)
first = 1 - 3 / (4 * k)
third = first + 3 / (8 * k**3)
assert abs(third - ratio) < 0.2 * abs(first - ratio)
terms = [c / k**(2*j + 3) for j, c in enumerate(coefficients)]
assert terms[4] > terms[2]                    # the series turns upwards
rho = rho0 / ratio
area = np.pi * (d_nm * 1e-9)**2 / 4
resistance = rho * 1e-8 / area * 1e-6         # ohm per micrometre

# Partly specular walls, checked by a weighted sum over diffuse wires.
p = 0.2
ratio_specular = wire_ratio(k, p)
series = (1 - p)**2 * sum(n * p**(n - 1) * wire_ratio(n * k)
                          for n in range(1, 31))
assert abs(series - ratio_specular) < 1e-7

# Grain boundaries alone, Mayadas-Shatzkes model, grain size = d.
reflection = 0.3
g = lambda_nm / d_nm * reflection / (1 - reflection)
grain_ratio = 3 * (1/3 - g/2 + g**2 - g**3 * math.log(1 + 1/g))
grain_check = quad(lambda m: 3 * m**3 / (m + g), 0, 1)[0]
assert abs(grain_ratio - grain_check) < 1e-9

# Warmer operation: lambda proportional to 1/T, rho0 proportional to T.
t_room, t_use = 300.0, 375.0
ratio_warm = wire_ratio(k * t_use / t_room)
rho_warm = rho0 * t_use / t_room / ratio_warm

# Ellipsoidal Fermi surface, axial mass / transverse mass = mass_ratio,
# with the axial free path held at lambda.
mass_ratio = 2.0
ratio_aniso = wire_ratio(k / math.sqrt(mass_ratio))
shape = np.cos(THETA)**2 / mass_ratio + np.sin(THETA)**2
wave = shape**-0.5
speed_axial = wave * np.cos(THETA) / mass_ratio
speed_transverse = wave * np.sin(THETA)
weight = W_THETA * np.sin(THETA) * shape**-1.5 * speed_axial**2
loss = mean_loss(math.sqrt(mass_ratio) / k * speed_transverse)
ellipsoid = 1 - np.sum(weight * loss) / np.sum(weight)
assert abs(ellipsoid - ratio_aniso) < 1e-6

# Transverse quantization: count hard-wall modes below the Fermi level.
rho_lambda = rho0 * 1e-8 * lambda_nm * 1e-9
k_fermi = math.sqrt(3 * np.pi**2 * const.hbar / (const.e**2 * rho_lambda))
x_fermi = k_fermi * d_nm * 1e-9 / 2
modes = 0
for m in range(int(x_fermi) + 1):
    grid = np.linspace(max(m, 0.1), x_fermi, 3000)
    values = jv(m, grid)
    zeros = np.count_nonzero(values[1:] * values[:-1] < 0)
    modes += zeros if m == 0 else 2 * zeros
missing = 1 - modes / (x_fermi**2 / 4)
assert abs(missing / (2 / x_fermi) - 1) < 0.3

print("TESTS")
for key, value in direct.items():
    print(f"k={key:4.1f}: ratio, position average {value:.6f}, "
          f"chord formula {wire_ratio(key):.6f}")
print(f"Fraction of chords shorter than 0.2 d: {short_fraction:.4f}")
print(f"k^3 x two-wall term at k=40: {cubic_limit:.5f}")
print(f"Next coefficient estimated at k=40: {fifth_limit:.4f}")
print(f"Decay power of two-wall term, k=40 to 80: {power:.4f}")
print(f"Resistivity, k^-2 coefficient at k=200: {res_second:.5f}")
print(f"Resistivity, k^-3 coefficient at k=200: {res_third:.4f}")
print(f"Square wire, second-order coefficient: {square_second:.4f}")
print(f"Square wire, 4/(5 pi): {4 / (5 * np.pi):.4f}")
print("ACCURACY OF THE TRUNCATIONS")
for key in (2.0, 3.0, 5.0, 10.0, 20.0):
    full = wire_ratio(key)
    one = 1 - 3 / (4 * key)
    three = one + 3 / (8 * key**3)
    print(f"k={key:4.1f}: quadrature {full:.6f}, to k^-1 {one:.6f}, "
          f"to k^-3 {three:.6f}")
print("EXAMPLE: PLATINUM WIRE (ROUGH PARAMETERS)")
print(f"Diameter {d_nm:.1f} nm, mean free path {lambda_nm:.1f} nm, "
      f"k = {k:.2f}")
print(f"Bulk resistivity: {rho0:.1f} microohm cm")
print(f"First-order term: {-3 / (4 * k):.5f}")
for j, term in enumerate(terms):
    print(f"Term k^-{2*j + 3}: coefficient {coefficients[j]:.5g}, "
          f"value {term:.3e}")
print(f"Conductivity ratio, quadrature: {ratio:.6f}")
print(f"Error of first-order formula: {first - ratio:.2e}")
print(f"Error of third-order formula: {third - ratio:.2e}")
print(f"Wire resistivity, quadrature: {rho:.3f} microohm cm")
print(f"Wire resistivity, third-order: {rho0 / third:.3f} microohm cm")
print(f"Wire resistivity, rho0(1+3/(4k)): "
      f"{rho0 * (1 + 3 / (4 * k)):.3f} microohm cm")
print(f"Resistance per length: {resistance:.1f} ohm/um")
print("NEGLECTED EFFECTS")
print(f"Specular fraction {p:.1f}: ratio {ratio_specular:.4f}, "
      f"change {ratio_specular - ratio:+.4f}")
print(f"Grain boundaries alone, reflection {reflection:.1f}: "
      f"ratio {grain_ratio:.4f}")
print(f"At {t_use:.0f} K instead of {t_room:.0f} K: ratio "
      f"{ratio_warm:.4f}, resistivity {rho_warm:.2f} microohm cm")
print(f"Mass ratio {mass_ratio:.0f}: ratio {ratio_aniso:.4f}, "
      f"change {ratio_aniso - ratio:+.4f}")
print(f"Effective Fermi wavenumber: {k_fermi * 1e-9:.2f} 1/nm")
print(f"Hard-wall modes per spin: {modes:d}")
print(f"Missing mode fraction: counted {missing:.4f}, "
      f"4/(kF d) = {2 / x_fermi:.4f}")
print("PASS")
```

It prints:

```
TESTS
k= 2.0: ratio, position average 0.674637, chord formula 0.674637
k= 5.0: ratio, position average 0.853299, chord formula 0.853299
k=10.0: ratio, position average 0.925383, chord formula 0.925383
Fraction of chords shorter than 0.2 d: 0.0202
k^3 x two-wall term at k=40: 0.37544
Next coefficient estimated at k=40: 0.7078
Decay power of two-wall term, k=40 to 80: 3.0013
Resistivity, k^-2 coefficient at k=200: 0.56273
Resistivity, k^-3 coefficient at k=200: 0.0456
Square wire, second-order coefficient: 0.2544
Square wire, 4/(5 pi): 0.2546
ACCURACY OF THE TRUNCATIONS
k= 2.0: quadrature 0.674637, to k^-1 0.625000, to k^-3 0.671875
k= 3.0: quadrature 0.765979, to k^-1 0.750000, to k^-3 0.763889
k= 5.0: quadrature 0.853299, to k^-1 0.850000, to k^-3 0.853000
k=10.0: quadrature 0.925383, to k^-1 0.925000, to k^-3 0.925375
k=20.0: quadrature 0.962547, to k^-1 0.962500, to k^-3 0.962547
EXAMPLE: PLATINUM WIRE (ROUGH PARAMETERS)
Diameter 15.0 nm, mean free path 3.0 nm, k = 5.00
Bulk resistivity: 11.0 microohm cm
First-order term: -0.15000
Term k^-3: coefficient 0.375, value 3.000e-03
Term k^-5: coefficient 0.70312, value 2.250e-04
Term k^-7: coefficient 7.3828, value 9.450e-05
Term k^-9: coefficient 193.8, value 9.922e-05
Term k^-11: coefficient 9593, value 1.965e-04
Conductivity ratio, quadrature: 0.853299
Error of first-order formula: -3.30e-03
Error of third-order formula: -2.99e-04
Wire resistivity, quadrature: 12.891 microohm cm
Wire resistivity, third-order: 12.896 microohm cm
Wire resistivity, rho0(1+3/(4k)): 12.650 microohm cm
Resistance per length: 729.5 ohm/um
NEGLECTED EFFECTS
Specular fraction 0.2: ratio 0.8822, change +0.0289
Grain boundaries alone, reflection 0.3: ratio 0.8887
At 375 K instead of 300 K: ratio 0.8816, resistivity 15.60 microohm cm
Mass ratio 2: ratio 0.7976, change -0.0557
Effective Fermi wavenumber: 19.20 1/nm
Hard-wall modes per spin: 5110
Missing mode fraction: counted 0.0142, 4/(kF d) = 0.0139
PASS
```
